# Gaussian Site Energies and Super-Arrhenius Diffusion of a Dilute Oxidant, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a cubic lattice to a disordered network

### What a straight line hides

Suppose that the diffusivity of an oxidant in a glassy oxide is known at 1000 K and 1200 K. A straight line through the two points in a plot of $\ln D$ against $1/T$ gives an activation energy and a prefactor. For the model worked out below, the line gives 1.106 eV and $4.38\times10^{-2}$ cm²/s. The model was built with a barrier of 1.00 eV, measured from the mean site energy, and a prefactor of $2.50\times10^{-2}$ cm²/s. Neither fitted number is the parameter it seems to be, and the line also overestimates the diffusivity at 800 K, by 7% of the model value.

In the model, whose parameters are round values and not those of a particular oxide, the cause is a spread in the energies of the interstices where the oxidant rests. Deep interstices hold it for a long time, and they matter more as the temperature falls. A second error is possible once this is known: one may carry the slowing over to the steady supply of oxidant through a film. In the model treated here the steady supply is not slowed at all. Both points follow from one property of the hopping rates.

### The model and its conventions

The oxidant is a single particle that rests on sites $i$ and hops along the bonds of a connected network. The site energy is $E_i$. Every bond has its saddle point at the same energy $E_s$, and every hop has the same attempt rate $\nu$, counted per bond. The rate from $i$ to a bonded neighbour $j$ is then

$$w_{ij}=\Gamma_i=\nu\,e^{-\beta(E_s-E_i)},\qquad \beta=\frac{1}{k_BT}.$$

The rate depends on the site that is left and not on the site that is entered. The network is rigid, and $\nu$, $E_s$ and all $E_i$ are independent of temperature. Because the oxidant is dilute, particles do not compete for sites; the second half gives a concentration well below which blocking hardly changes the occupation of the sites.

An overline denotes the average over the $N$ sites of the network, each counted once. Angle brackets denote the average over the random paths of the particle. The mean site energy is $\bar E$, the deviation from it is $\varepsilon_i=E_i-\bar E$, and the barrier seen from the mean is $B=E_s-\bar E$.

The probability $P_i(t)$ of finding the particle on site $i$ obeys

$$\frac{dP_i}{dt}=\sum_{j\sim i}\left(\Gamma_jP_j-\Gamma_iP_i\right),$$

where $j\sim i$ means that $j$ is bonded to $i$. Equilibrium is the Boltzmann distribution

$$p_i=\frac{e^{-\beta E_i}}{Z},\qquad Z=\sum_i e^{-\beta E_i}=N\,\overline{e^{-\beta E}}.$$

To see that it is stationary, multiply it by the rate. The factors that contain $E_i$ cancel:

$$p_i\Gamma_i=\frac{e^{-\beta E_i}}{Z}\,\nu\,e^{-\beta E_s}e^{\beta E_i}=\frac{\nu\,e^{-\beta E_s}}{Z}. \tag{1}$$

The right-hand side is the same for every site. Each term $\Gamma_jp_j-\Gamma_ip_i$ in the master equation therefore vanishes separately. Equation (1) also has a direct meaning: in equilibrium every bond carries the same number of crossings per unit time, in each direction. A deep site is occupied more often and left less readily, and with a common saddle the two effects compensate.

### Simple case: the cubic lattice

Take a simple cubic lattice with hop length $a$. Its site energies are arbitrary within a cell of $N$ sites, and the cell is repeated periodically. Let $X$ be the displacement of the particle along $x$ since $t=0$. From site $i$ the particle hops by $+a$ at rate $\Gamma_i$ and by $-a$ at the same rate. The other four hops leave $X$ unchanged. The two hops along $x$ together change $X^2$ at the mean rate

$$\Gamma_i\left[(X+a)^2-X^2\right]+\Gamma_i\left[(X-a)^2-X^2\right]=2a^2\Gamma_i .$$

The terms $\pm2aX$ have cancelled, so the rate does not depend on where the particle has been. Averaging over paths gives

$$\frac{d\langle X^2\rangle}{dt}=2a^2\sum_iP_i(t)\,\Gamma_i. \tag{2}$$

Here $P_i$ is the probability of the site within the repeated cell. If the particle starts in equilibrium, $P_i=p_i$ at all times. The sum over $N$ sites then follows from equation (1):

$$\sum_ip_i\Gamma_i=N\,\frac{\nu e^{-\beta E_s}}{N\,\overline{e^{-\beta E}}}=\frac{\nu e^{-\beta E_s}}{\overline{e^{-\beta E}}}.$$

The diffusivity is defined by $\langle X^2\rangle=2Dt$ at long times. Hence

$$D=\frac{a^2\nu\,e^{-\beta E_s}}{\overline{e^{-\beta E}}}. \tag{3}$$

**Limit: equal energies.** If all $E_i=\bar E$, the average in the denominator is $e^{-\beta\bar E}$, and equation (3) becomes

$$D_{\rm ref}=a^2\nu\,e^{-\beta B}.$$

This is the usual result for an ordered cubic lattice, and it serves as the reference. Multiplying numerator and denominator of equation (3) by $e^{\beta\bar E}$ gives the ratio

$$\frac{D}{D_{\rm ref}}=\frac{1}{\overline{e^{-\beta\varepsilon}}}. \tag{4}$$

**Limit: two energies.** Let half of the sites lie at $\varepsilon=+\sigma$ and half at $\varepsilon=-\sigma$. The standard deviation is $\sigma$, and with $s=\beta\sigma$

$$\overline{e^{-\beta\varepsilon}}=\frac{e^{-s}+e^{s}}{2}=\cosh s .$$

For small $s$, $1/\cosh s\approx1-s^2/2$. The raised sites speed the particle up and the lowered sites slow it down. The first-order effects cancel, and a net slowing of second order remains. For large $s$ the ratio tends to $2e^{-s}$: the particle then spends nearly all its time on the deep sites, and the barrier that counts is $B+\sigma$.

**Limit: another start.** A particle placed on a site chosen at random, with $P_i(0)=1/N$, is not in equilibrium. Equation (2) gives its initial rate of spreading:

$$\frac12\frac{d\langle X^2\rangle}{dt}\bigg|_{t=0}=a^2\,\overline{\Gamma}=D_{\rm ref}\,\overline{e^{\beta\varepsilon}}.$$

For the two energies above this is $D_{\rm ref}\cosh s$, which is larger than $D_{\rm ref}$. The connected finite cell then relaxes to its equilibrium distribution, and the slope of $\langle X^2\rangle/2$ falls to $D$. The reduction is thus a statement about long times, when the particle has found the deep sites in their equilibrium proportion.

### Generalization: a network without lattice symmetry

In a glass the hops from a site do not come in opposite pairs, and the terms linear in $X$ do not cancel. They can be removed by a change of coordinate.

Let a periodic cell contain $N$ sites in any connected arrangement. Let $d_{ij}$ be the step along $x$ made by a hop from $i$ to $j$, so that $d_{ji}=-d_{ij}$. Attach to each site a shift $\chi_i$, the same in every repetition of the cell, and define the shifted step

$$\Delta_{ij}=d_{ij}+\chi_j-\chi_i .$$

The shifts are to be chosen so that the shifted steps out of each site sum to zero:

$$\sum_{j\sim i}\Delta_{ij}=0\quad\text{for every }i. \tag{5}$$

Such shifts exist. Written out, equation (5) is the linear system

$$\sum_{j\sim i}(\chi_i-\chi_j)=\sum_{j\sim i}d_{ij}.$$

The matrix on the left is symmetric. Its quadratic form is the sum of $(\chi_i-\chi_j)^2$ over the bonds, which vanishes on a connected network only if all $\chi_i$ are equal. A symmetric system of this kind has a solution if its right-hand side is orthogonal to the constant vector, that is, if the right-hand sides sum to zero over all $i$. They do, since every bond contributes $d_{ij}+d_{ji}=0$.

The mean rate of change of the shifted coordinate at site $i$ is $\Gamma_i\sum_{j\sim i}\Delta_{ij}$. The rate $\Gamma_i$ stands outside the sum because all hops from one site share it. The condition for zero drift is therefore equation (5) whatever the site energies are, and the shifts depend on geometry alone. This is where the common saddle enters for the second time.

Let $U$ be the shifted displacement since $t=0$. A hop changes $U^2$ by $(U+\Delta_{ij})^2-U^2=2U\Delta_{ij}+\Delta_{ij}^2$. Summed over the hops from site $i$, the first term gives $2U\Gamma_i\sum_{j\sim i}\Delta_{ij}=0$. In equilibrium there remains

$$\frac{d\langle U^2\rangle}{dt}=\sum_ip_i\Gamma_i\sum_{j\sim i}\Delta_{ij}^2=\frac{\nu e^{-\beta E_s}}{Z}\;2\sum_{\rm bonds}\Delta_{ij}^2 .$$

The factor 2 appears because the double sum visits each bond from both ends. The right-hand side is constant, so $\langle U^2\rangle$ grows linearly in time.

The true displacement is $X=U-\delta$, where $\delta$ is the difference of $\chi$ between the last and the first site. In a finite cell $|\delta|$ is at most some constant $C$. Then

$$\langle X^2\rangle=\langle U^2\rangle-2\langle U\delta\rangle+\langle\delta^2\rangle,\qquad |\langle U\delta\rangle|\le C\sqrt{\langle U^2\rangle}.$$

The second term grows at most as $\sqrt t$ and the third is bounded. After division by $2t$ both vanish at long times, and $X$ has the same diffusivity as $U$. With $Z=N\,\overline{e^{-\beta E}}$,

$$D=\frac{G\,\nu\,e^{-\beta E_s}}{\overline{e^{-\beta E}}},\qquad G=\frac1N\sum_{\rm bonds}\Delta_{ij}^2. \tag{6}$$

In an anisotropic network this is the diffusivity along $x$, and $G$ differs between directions. The ratio in equation (4) does not, because $G$ cancels when the same network with all sites at $\bar E$ is taken as reference:

$$D_{\rm ref}=G\,\nu\,e^{-\beta B}.$$

**Limit: back to the lattice.** On the simple cubic lattice equation (5) holds with $\chi_i=0$. There is one bond along $x$ per site with $\Delta=a$, while bonds along $y$ and $z$ have $\Delta=0$. Hence $G=a^2$, and equation (3) returns.

**Numerical test.** A periodic cubic cell of 512 sites was diluted at random to 1137 bonds, and its sites were displaced along $x$. The diffusivity was found from the master equation itself: a density wave of small wavenumber $k$ decays at the rate $Dk^2$, so the smallest decay rate gives $D$. With equal site energies this gives $G=0.57773$ in units of the squared lattice spacing, and the sum in equation (6) gives the same digits.

Equation (6) contains the site energies through one average, in which their positions do not appear. Sorting the energies in space, so that deep sites lie together, should therefore leave $D$ unchanged. The computed ratio $D/D_{\rm ref}$ at 1000 K is 0.5133 both for shuffled and for sorted energies. Clustering can lengthen the time needed to reach the long-time regime, but it does not alter the final diffusivity.

### The Gaussian average

Now let the deviations have the density

$$\rho(\varepsilon)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-\varepsilon^2/2\sigma^2}.$$

The average in equation (4) has the exponent $-\varepsilon^2/2\sigma^2-\beta\varepsilon$. Completing the square gives

$$-\frac{\varepsilon^2}{2\sigma^2}-\beta\varepsilon=-\frac{(\varepsilon+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}, \tag{7}$$

as expanding the square confirms: its cross term is $-\beta\varepsilon$, and its constant $-\beta^2\sigma^2/2$ is cancelled by the last term. The first term on the right is a Gaussian exponent with a shifted centre, and its normalized integral is 1. The last term is constant and comes out of the integral:

$$\overline{e^{-\beta\varepsilon}}=e^{\beta^2\sigma^2/2}=e^{s^2/2}.$$

Inserted in equation (4), this gives

$$D=D_{\rm ref}\,e^{-s^2/2}=G\,\nu\,e^{-\beta B}\exp\!\left(-\frac{\sigma^2}{2k_B^2T^2}\right). \tag{8}$$

For small $s$ the factor is $1-s^2/2$, in agreement with the two-energy case. For large $s$ the two differ: $2e^{-s}$ there, $e^{-s^2/2}$ here. Two energies offer a deepest level at which the particle finally collects, whereas the Gaussian offers ever deeper sites.

Equation (7) also shows where the particle is. The occupied sites have the density $\rho(\varepsilon)e^{-\beta\varepsilon}$, normalized. This is a Gaussian of unchanged width $\sigma$, centred at $-\beta\sigma^2$. The typical resting site lies below the mean by $\sigma^2/k_BT$, a distance that grows on cooling.

The same 512-site network, with energies placed at equal steps of Gaussian probability, gives these ratios $D/D_{\rm ref}$ for $\sigma=0.10$ eV:

| $T$ (K) | network | equation (8) |
|---|---|---|
| 800 | 0.3547 | 0.3492 |
| 1000 | 0.5133 | 0.5100 |
| 1200 | 0.6286 | 0.6265 |

The network values lie above the Gaussian ones, by 1.6% of the latter at 800 K and by 0.3% at 1200 K. The network is not the source of this difference. Equation (4), evaluated with the 512 energies actually used, passed a test against the network values with a tolerance of 0.1%. What differs is the average over 512 energies from the average over the continuous distribution.

## Second half: curvature, permeation and limits

### Symbols and results carried over

A dilute oxidant hops on a connected network at the rate $\Gamma_i=\nu e^{-\beta(E_s-E_i)}$ per bond, with $\beta=1/k_BT$ and one saddle level $E_s$. The site energies are $E_i=\bar E+\varepsilon_i$ with standard deviation $\sigma$; further, $B=E_s-\bar E$ and $s=\beta\sigma$. An overline is an average over sites. For any distribution of site energies, and for Gaussian ones in particular,

$$D=\frac{D_{\rm ref}}{\overline{e^{-\beta\varepsilon}}}\quad\text{and}\quad D=D_{\rm ref}\,e^{-s^2/2},\qquad D_{\rm ref}=G\,\nu\,e^{-\beta B}. \tag{9}$$

$G$ depends on geometry alone and equals $a^2$ on a simple cubic lattice with hop length $a$. The occupied sites are centred at $\varepsilon=-\beta\sigma^2$.

### The apparent activation energy

The apparent activation energy is the negative local slope of $\ln D$ against $\beta$. For Gaussian energies

$$\ln D=\ln(G\nu)-\beta B-\tfrac12\beta^2\sigma^2,$$

$$E_{\rm app}=-\frac{d\ln D}{d\beta}=B+\beta\sigma^2,\qquad \frac{d^2\ln D}{d\beta^2}=-\sigma^2. \tag{10}$$

The apparent energy rises on cooling, which is what super-Arrhenius means. It is the distance from the centre of the occupied sites, at $\bar E-\beta\sigma^2$, up to the saddle level. No barrier changes; the population moves down.

The sign of the curvature does not depend on the Gaussian form. Write $m(\beta)=\overline{e^{-\beta\varepsilon}}$, so that $\ln D=\ln(G\nu)-\beta B-\ln m$. Each derivative of $m$ brings down a factor $-\varepsilon$. Therefore $m'/m=-\langle\varepsilon\rangle_\beta$ and $m''/m=\langle\varepsilon^2\rangle_\beta$, where $\langle\cdot\rangle_\beta$ is the average over sites weighted with $e^{-\beta\varepsilon}$. Then

$$\frac{d^2\ln D}{d\beta^2}=-\frac{m''}{m}+\left(\frac{m'}{m}\right)^2=-\left(\langle\varepsilon^2\rangle_\beta-\langle\varepsilon\rangle_\beta^2\right). \tag{11}$$

The curvature is minus the energy variance of the occupied sites. Within this model any spread of site energies bends the plot downwards. What is special about the Gaussian is that the variance stays at $\sigma^2$ at every temperature.

**Test on the network.** The diffusivities of the 512-site network near 1000 K give a curvature of $-0.00942$ eV². The weighted variance of its site energies is 0.00942 eV², as equation (11) requires. Both lie 6% below $\sigma^2=0.0100$ eV² in magnitude, because the 512 energies do not reproduce the continuous distribution fully.

With a common saddle energy, a spread of site energies lowers the long-time diffusivity through a single site average and bends the Arrhenius plot downwards. Still to come are a worked example, the error of a straight line through two temperatures, the steady flux and time lag of a film, and the limits of the result.
